\section*{Path-length variance of an ion losing energy in small independent steps, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a dimensional argument to the small-loss formula}

\subsection{What dimensions and additivity allow}

An ion enters a target with energy $E_0$ and loses energy in separate events until it stops. The length of its trajectory differs from one ion to the next, and the quantity wanted is the variance $V$ of that length. The target has $N$ atoms per unit volume, the same everywhere. An event with energy loss between $T$ and $T+dT$ has cross section $d\sigma(E,T)$ at ion energy $E$, so its probability in a short path $dx$ is $N\,d\sigma\,dx$. Events are independent, and the ion never gains energy. Two moments of the loss will be needed:
\begin{equation}
S(E)=\int T\,d\sigma,\qquad W(E)=\int T^2\,d\sigma .
\end{equation}
Their units are $\mathrm{J\,m^2}$ and $\mathrm{J^2\,m^2}$. The mean energy loss per unit path is $NS$, because each possible loss $T$ is weighted by its probability per unit path.

Suppose first that $S$ and $W$ do not depend on energy, and that the losses are so small that higher moments do not matter. Then $V$ can depend on $N$, $S$, $W$ and $E_0$. The density enters the problem through the product $N\,dx$ alone. Doubling $N$ at fixed cross sections therefore halves every length in every possible history, and $N^2V$ cannot depend on $N$. The unit of $N^2V$ is $\mathrm{m^{-4}}$. From $S$ and $E_0$ one can build $E_0^2/S^2$, which has this unit, and the one independent dimensionless combination of $S$, $W$ and $E_0$ is $W/(SE_0)$. Hence
\begin{equation}
V=\frac{E_0^2}{N^2S^2}\,f\!\left(\frac{W}{SE_0}\right)
\end{equation}
with an unknown function $f$.

Additivity determines $f$. With energy-independent cross sections, the path spent in losing $E_1+E_2$ is the path spent in losing $E_1$ followed by the path spent in losing $E_2$. The two parts are independent, apart from the overshoot of a single loss at the boundary between them, which is negligible for small losses. Variances of independent quantities add, so $V$ is proportional to $E_0$. This requires $f(u)=cu$ with a constant $c$, and
\begin{equation}
V=c\,\frac{W E_0}{N^2S^3}.
\label{dimform}
\end{equation}
The cube of the stopping cross section and the inverse square of the density are thus fixed before any transport equation is written. What remains is the number $c$, the case of energy-dependent cross sections, and the size of what has been neglected.

\subsection{The simplest case: one fixed quantum}

Let every event remove the same energy $q$, with a constant cross section $\sigma$. The ion stops after $n=E_0/q$ events, taken to be an integer. All the randomness is in the free flights between events. The probability that a flight exceeds $x$ is $e^{-x/\ell}$ with $\ell=1/(N\sigma)$, because the probability of an event in each $dx$ is $dx/\ell$. The flight length has the density $e^{-x/\ell}/\ell$, and
\begin{equation}
\langle x\rangle=\int_0^\infty \frac{x}{\ell}e^{-x/\ell}dx=\ell,\qquad
\langle x^2\rangle=\int_0^\infty \frac{x^2}{\ell}e^{-x/\ell}dx=2\ell^2 .
\end{equation}
The variance of one flight is $2\ell^2-\ell^2=\ell^2$. The $n$ flights are independent, so
\begin{equation}
V=n\ell^2=\frac{E_0}{q}\,\frac{1}{N^2\sigma^2}.
\end{equation}
For this model $S=q\sigma$ and $W=q^2\sigma$, which gives
\begin{equation}
\frac{WE_0}{N^2S^3}=\frac{q^2\sigma E_0}{N^2q^3\sigma^3}=\frac{E_0}{qN^2\sigma^2}=V .
\end{equation}
The constant in Eq.~\eqref{dimform} is therefore $c=1$. In the limit $q\to0$ at fixed $S$, the variance is $qE_0/(N^2S^2)$ and vanishes: a continuous friction produces no spread. This limit is used again in the second half.

\subsection{A quantum with an energy-dependent cross section}

Now let $\sigma$ depend on the ion energy. The flight that ends in the loss of a quantum at energy $E_i$ has the mean $1/[N\sigma(E_i)]$, with $E_i=E_0-iq$ and $i=0,\dots,n-1$. The flights are still independent, and
\begin{equation}
V=\sum_{i=0}^{n-1}\frac{1}{N^2\sigma(E_i)^2}
=\frac1q\sum_{i=0}^{n-1}\frac{q}{N^2\sigma(E_i)^2}
\simeq\int_0^{E_0}\frac{dE}{qN^2\sigma(E)^2}.
\end{equation}
The sum has become an integral because consecutive energies are a small distance $q$ apart. Since $W/S^3=1/(q\sigma^2)$, this is
\begin{equation}
V\simeq\frac1{N^2}\int_0^{E_0}\frac{W(E)}{S(E)^3}\,dE ,
\end{equation}
which is Eq.~\eqref{dimform} with $c=1$, applied to each energy interval and added up.

A numerical case tests both the integral and the density factor. Take 400 quanta of $5\times10^{-17}$~J and $\sigma=\sigma_0(1+E/E_0)$ with $\sigma_0=2\times10^{-20}\ \mathrm{m^2}$. With $u=E/E_0$ the integral is
\begin{equation}
V\simeq\frac{E_0}{q}\frac1{N^2\sigma_0^2}\int_0^1\frac{du}{(1+u)^2}
=\frac{400}{2}\,\frac{1}{N^2\sigma_0^2}.
\end{equation}
For $N=5\times10^{28}\ \mathrm{m^{-3}}$ the length $1/(N\sigma_0)$ is $10^{-9}$~m, and the standard deviation is $\sqrt{200}\times10^{-9}\ \mathrm m=1.414\times10^{-8}$~m. Adding up randomly drawn free flights gave $1.403\times10^{-8}$~m. At twice the density the formula gives $7.07\times10^{-9}$~m and the drawn flights gave $7.08\times10^{-9}$~m. The first pair differs by 0.8\% of the formula value and the second by about 0.1\%, both inside the tolerance of 2.2\% set for this test. The standard deviation halves when the density doubles.

\subsection{Losses of random size: the mean path}

In general the size of each loss is random as well as its position. Let $R(E)$ be the mean remaining path of an ion of energy $E$. In the first short element $dx$, the ion travels $dx$ and then either still has energy $E$ or has energy $E-T$. Averaging over these possibilities gives
\begin{equation}
R(E)=dx+\left(1-N\,dx\!\int\! d\sigma\right)R(E)+N\,dx\!\int\! d\sigma\,R(E-T).
\end{equation}
Two events in the same element have a probability of order $dx^2$ and drop out. The term $R(E)$ cancels on both sides. Division by $dx$ leaves
\begin{equation}
N\int d\sigma\,[R(E)-R(E-T)]=1 .
\label{meaneq}
\end{equation}
Many cross sections grow so fast towards $T=0$ that $\int d\sigma$ diverges. The bracket in Eq.~\eqref{meaneq} is proportional to $T$ for small $T$, so the equation needs only a finite $S$. One may derive it with a lower cutoff on $T$ and then remove the cutoff.

\subsection{The mean square and the variance}

Let $M(E)$ be the mean of the squared remaining path. If the path after the first element is $X$, the whole path is $X+dx$, and its square is $X^2+2X\,dx$ up to order $dx^2$. In the term $2X\,dx$ the average of $X$ may be replaced by $R(E)$, because the chance of an event in $dx$ changes it by an amount of order $dx$ only. Therefore
\begin{equation}
M(E)=2R(E)\,dx+\left(1-N\,dx\!\int\! d\sigma\right)M(E)+N\,dx\!\int\! d\sigma\,M(E-T),
\end{equation}
and the same cancellation as before gives
\begin{equation}
N\int d\sigma\,[M(E)-M(E-T)]=2R(E).
\label{meansq}
\end{equation}

The variance is $V=M-R^2$. Write $\Delta R=R(E)-R(E-T)$, so that $R(E-T)=R(E)-\Delta R$. Squaring this gives
\begin{equation}
R(E)^2-R(E-T)^2=2R(E)\,\Delta R-(\Delta R)^2 .
\end{equation}
Insert $M=V+R^2$ into Eq.~\eqref{meansq}:
\begin{equation}
N\!\int\! d\sigma\,[V(E)-V(E-T)]+2R(E)\,N\!\int\! d\sigma\,\Delta R-N\!\int\! d\sigma\,(\Delta R)^2=2R(E).
\end{equation}
By Eq.~\eqref{meaneq} the middle integral, with its factor $N$, equals one. The terms $2R(E)$ cancel, and
\begin{equation}
N\int d\sigma\,[V(E)-V(E-T)]=N\int d\sigma\,(\Delta R)^2 .
\label{vareq}
\end{equation}
No expansion in small losses has been made up to this point. For the fixed quantum with constant $\sigma$, Eq.~\eqref{meaneq} gives $\Delta R=1/(N\sigma)$, and Eq.~\eqref{vareq} gives $V(E)-V(E-q)=1/(N\sigma)^2$ per quantum, in agreement with the sum over flights.

\subsection{Expansion in small losses}

Let $T$ be small compared with the energy over which $R$ and $V$ change appreciably. When $S$ and $W$ vary roughly as powers of $E$, so do $R$ and $V$, and this energy is about $E$ divided by the exponent. It is of the order of $E$ for exponents of order one and smaller for steep powers. A prime denotes $d/dE$. Taylor expansion gives
\begin{align}
R(E)-R(E-T)&=TR'-\tfrac12T^2R''+\dots,\\
(\Delta R)^2&=T^2R'^2-T^3R'R''+\dots,
\end{align}
and the first line also holds with $V$ in place of $R$. With the third moment $K=\int T^3d\sigma$, Eqs.~\eqref{meaneq} and \eqref{vareq} become
\begin{align}
NSR'-\tfrac12NWR''+\dots&=1,\label{expR}\\
NSV'-\tfrac12NWV''+\dots&=NWR'^2-NKR'R''+\dots\label{expV}
\end{align}
If derivatives are estimated by division by $E$, the second terms on the left are smaller than the first by a factor of order $W/(SE)$. The second term on the right of Eq.~\eqref{expV} is smaller than the first by a factor of order $K/(WE)$. When no loss exceeds $T_{\max}$, one has $W\le T_{\max}S$ and $K\le T_{\max}W$, so both factors are at most $T_{\max}/E$. These factors give orders of magnitude and do not bound the error, because each derivative of a power brings down its exponent: for $V\propto E^n$ one has $V''/V'=(n-1)/E$, and for steep powers the neglected terms can exceed $T_{\max}/E$. Keeping the leading terms,
\begin{equation}
R'=\frac1{NS},\qquad
V'=\frac{NW R'^2}{NS}=\frac{NW}{(NS)^3}.
\end{equation}
An ion with no energy has no path left, so $V(0)=0$. Integration from zero to $E_0$ gives
\begin{equation}
V(E_0)=\int_0^{E_0}\frac{NW(E)}{[NS(E)]^3}\,dE
=\frac1{N^2}\int_0^{E_0}\frac{W(E)}{S(E)^3}\,dE .
\label{main}
\end{equation}

The integral must converge at its lower end. If $S\propto E^a$ and $W\propto E^b$ near zero, the integrand behaves as $E^{b-3a}$, and convergence requires $b-3a>-1$. Convergence alone does not make the expansion valid there: if $T_{\max}/E$ is not small at low energy, the expansion guarantees the accuracy of Eq.~\eqref{main} only when that region contributes little.

\subsection{Where each density factor comes from}

The same result can be read as a propagation of energy fluctuations. In a path $dx$ the mean squared energy loss is $NW\,dx$. The square of the mean loss is $(NS\,dx)^2$, of second order in $dx$, so the energy variance produced in $dx$ is $NW\,dx$. An ion that has an energy excess $\delta E$ at energy $E$ travels further by $R'\delta E=\delta E/(NS)$ on average. The contribution to the path variance is
\begin{equation}
dV=\frac{NW\,dx}{(NS)^2},\qquad dx=\frac{dE}{NS},
\end{equation}
where $dE$ is taken positive. One factor $N$ counts the events that create the fluctuation. Two factors $1/N$ come from converting an energy deviation to a length and squaring it. The last $1/N$ converts the path element to an energy interval. Together they give $N^{-2}$. Contributions from different elements add because the losses are independent.

The mean path $\int dE/(NS)$ is proportional to $1/N$. At fixed cross sections, the relative spread $\sqrt V/R$ and the product $N\sqrt V$, a number of atoms per unit area, do not depend on density.

\section{A solvable collision law, electronic drag and numbers}

\subsection{Symbols and results carried over}

An ion of energy $E$ moves in a uniform target with $N$ atoms per unit volume. Its independent losses $T$ have cross section $d\sigma$, with moments $S=\int T\,d\sigma$, $W=\int T^2d\sigma$ and $K=\int T^3d\sigma$. The remaining path has mean $R(E)$, mean square $M(E)$ and variance $V(E)=M-R^2$, and $\Delta R=R(E)-R(E-T)$. Without assuming small losses,
\begin{align}
N\int d\sigma\,\Delta R&=1,\label{two-mean}\\
N\int d\sigma\,[V(E)-V(E-T)]&=N\int d\sigma\,(\Delta R)^2.\label{two-var}
\end{align}
To leading order in small losses,
\begin{equation}
R=\int_0^{E_0}\frac{dE}{NS},\qquad
V=\int_0^{E_0}\frac{NW}{(NS)^3}\,dE .
\label{two-main}
\end{equation}

\subsection{A collision law with constant stopping}

To see how large the neglected terms are, one needs a case in which Eqs.~\eqref{two-mean} and \eqref{two-var} can be solved as they stand. Consider elastic collisions of an ion of mass $M_1$ with free target atoms of mass $M_2$ at rest. In a head-on collision the struck atom leaves with speed $2M_1v/(M_1+M_2)$, where $v$ is the ion speed. Its kinetic energy is the largest possible loss:
\begin{equation}
T_{\max}=\frac{M_2}{2}\frac{4M_1^2v^2}{(M_1+M_2)^2}=\gamma E,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\end{equation}
The last step uses $E=M_1v^2/2$. When the masses are very different, $\gamma$ is small and every loss is a small fraction of the energy.

As a model of the collision law take
\begin{equation}
d\sigma=C\,E^{-1/2}\,T^{-3/2}\,dT,\qquad 0<T<\gamma E,
\label{law}
\end{equation}
where $C$ has the unit $\mathrm{J\,m^2}$. It is convenient to set $T=\gamma Es^2$ with $0<s<1$. Then $dT=2\gamma Es\,ds$ and $T^{-3/2}=(\gamma E)^{-3/2}s^{-3}$, so that
\begin{equation}
d\sigma=\frac{2C}{\sqrt\gamma\,E}\,\frac{ds}{s^2}.
\end{equation}
The first moment is
\begin{equation}
S_n=\int_0^1\gamma Es^2\,\frac{2C}{\sqrt\gamma\,E}\frac{ds}{s^2}=2C\sqrt\gamma ,
\end{equation}
which does not depend on energy. The subscript marks nuclear stopping, the loss in collisions with atoms. Eliminating $C=S_n/(2\sqrt\gamma)$ gives
\begin{equation}
d\sigma=\frac{S_n}{\gamma E}\frac{ds}{s^2},\qquad
W=\frac{S_n}{\gamma E}\,\gamma^2E^2\int_0^1s^2ds=\frac{\gamma S_nE}{3}.
\label{reducedlaw}
\end{equation}

We now have the small-loss formula for the path variance, the full equations behind it, and a model collision law with constant stopping on which to test it. What remains is to compare the formula with the full solution for this law, add electronic drag, and work through a numerical example.
